# Recovering an isotropic electron energy distribution from Langmuir probe current: test program

```python
"""Result under test (atomic units, m = e = hbar = 1):
    F(U) = (2 sqrt(2) / A) sqrt(U) d2I/dU2
I: electron current magnitude to a convex absorbing probe of area A;
U: retarding energy, plasma potential minus probe potential times e;
F(E): isotropic electron energy distribution, integral of F over E = density.
Currents are computed from velocity-space integrals, and the capture law for
a non-spherical convex probe is checked by following electron trajectories.
"""
import numpy as np
from scipy.constants import physical_constants, e as E_CHARGE, m_e
from scipy.integrate import quad, trapezoid

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10          # angstrom
MICROAMP = physical_constants["atomic unit of current"][0] * 1e6
nodes, weights = np.polynomial.legendre.leggauss(160)
nodes, weights = (nodes + 1) / 2, weights / 2              # interval [0, 1]


def planar_current(f, U, vmax, area):
    """Flux integral over normal speeds that can climb the barrier U."""
    vmin = np.sqrt(2 * U)
    vz = vmin + (vmax - vmin) * nodes
    vp = vmax * nodes
    inner = f(vz[:, None], vp[None, :]) @ (weights * vmax * vp)
    return area * 2 * np.pi * np.sum(weights * (vmax - vmin) * vz * inner)


def second_difference(current, U, h):
    return (current(U + h) - 2 * current(U) + current(U - h)) / h**2


# Capture of electrons by a prolate spheroid in a non-central repelling field
rng = np.random.default_rng(12345)
minor, major, decay, disc = 0.9, 1.5, 0.3, 2.0
focus = np.sqrt(major**2 - minor**2)
ecc = focus / major
spheroid_area = 2*np.pi*minor**2*(1 + major/(minor*ecc)*np.arcsin(ecc))


def captured_cross_section(barrier_ratio, count=60000, dt=0.02, steps=600):
    """Isotropic beams, speed 1, energy 1/2; returns cross section, error."""
    U = 0.5 * barrier_ratio
    direction = rng.normal(size=(3, count))
    direction /= np.linalg.norm(direction, axis=0)
    side = np.array([direction[1], -direction[0], np.zeros(count)])
    side /= np.linalg.norm(side, axis=0)
    other = np.cross(direction.T, side.T).T
    impact = disc * np.sqrt(rng.random(count))
    angle = 2 * np.pi * rng.random(count)
    pos = -5*direction + impact*(np.cos(angle)*side + np.sin(angle)*other)
    vel = direction.copy()
    hit = np.zeros(count, dtype=bool)

    def field(p):
        rho2 = p[0]**2 + p[1]**2
        r1 = np.sqrt(rho2 + (p[2] - focus)**2)
        r2 = np.sqrt(rho2 + (p[2] + focus)**2)
        s = (r1 + r2) / 2                    # s = major on the surface
        strength = U / decay * np.exp(-(s - major) / decay) / 2
        radial = strength * (1/r1 + 1/r2)
        axial = strength * ((p[2] - focus)/r1 + (p[2] + focus)/r2)
        return s, np.array([p[0]*radial, p[1]*radial, axial])

    s, force = field(pos)
    for _ in range(steps):
        vel += 0.5 * dt * force
        pos += dt * vel
        s, force = field(pos)
        vel += 0.5 * dt * force
        hit |= s <= major
    assert impact[hit].max() < 0.98 * disc   # launch disc is wide enough
    p = hit.mean()
    return np.pi*disc**2*p, np.pi*disc**2*np.sqrt(p*(1 - p)/count)


print("Spheroid capture: U/E, traced/(A/4), standard error, predicted")
for ratio in (0.4, 0.7):
    sigma, error = captured_cross_section(ratio)
    predicted = spheroid_area / 4 * (1 - ratio)
    assert abs(sigma - predicted) < 4 * error    # four standard errors
    scale = spheroid_area / 4
    print(f"  {ratio:.1f}  {sigma/scale:.4f}  {error/scale:.4f}  "
          f"{predicted/scale:.4f}")

# Strongly non-Maxwellian distribution, dimensionless energies


def quartic(vz, vp):
    return np.exp(-0.5 * ((vz**2 + vp**2) / 2)**2)


worst = 0.0
for U in (0.3, 1.0, 2.0):
    curvature = second_difference(
        lambda x: planar_current(quartic, x, 4.5, 1.0), U, 0.01)
    recovered = 2 * np.sqrt(2) * np.sqrt(U) * curvature
    original = 4 * np.pi * np.sqrt(2 * U) * quartic(np.sqrt(2 * U), 0.0)
    worst = max(worst, abs(recovered / original - 1))
assert worst < 1e-4                          # finite-difference truncation
print(f"Non-Maxwellian test, largest relative error: {worst:.1e}")

# Worked example: two electron groups and a cylindrical probe
density_A, fractions, temps_eV = 1e-14, (0.9, 0.1), (2.0, 6.0)
radius_A, length_A = 5e5, 5e7
area_A = 2 * np.pi * radius_A * length_A
area = area_A / BOHR**2
density = density_A * BOHR**3
vmax = np.sqrt(2 * 250 / HARTREE)


def two_groups(vz, vp):
    v2 = vz**2 + vp**2
    return sum(density*w*(2*np.pi*T/HARTREE)**-1.5*np.exp(-v2*HARTREE/(2*T))
               for w, T in zip(fractions, temps_eV))


def current_uA(U_eV):
    return MICROAMP * planar_current(two_groups, U_eV/HARTREE, vmax, area)


def true_F(E_eV):
    """Known input distribution in 1/(eV angstrom^3)."""
    v = np.sqrt(2 * E_eV / HARTREE)
    return 4*np.pi*v*two_groups(v, 0.0) / (HARTREE * BOHR**3)


# F = K sqrt(U) I'' / A with U in eV, I in microampere, A in angstrom^2
K = 2 * np.sqrt(2 * HARTREE) / (MICROAMP * BOHR) * np.sqrt(2) / np.sqrt(2)
K *= np.sqrt(2) / np.sqrt(2)
speed_1eV = np.sqrt(2 * E_CHARGE / m_e)
K_SI = 4e-6 / (E_CHARGE * speed_1eV) * 1e20 * 1e-30
assert abs(K / K_SI - 1) < 1e-7              # SI route to the same constant

print(f"Input density: {density_A:.1e} angstrom^-3")
for w, T in zip(fractions, temps_eV):
    print(f"  group fraction {w:.1f}, temperature {T:.1f} eV")
print(f"Probe radius {radius_A:.1e} angstrom, length {length_A:.1e} angstrom")
print(f"Probe area: {area_A:.4e} angstrom^2")
print(f"K: {K:.5e} eV^0.5 / (microampere angstrom)")
print(f"Current at plasma potential: {current_uA(0.0):.2f} microampere")
step = 0.1
print(f"Table step h = {step:.1f} eV; columns: U (eV), I (microampere),")
print("  I'' (microampere/eV^2), F recovered, F input (1/(eV angstrom^3)),")
print("  local slope temperature -I/I' (eV)")
for U in (1.0, 2.0, 5.0, 10.0, 15.0, 20.0):
    I = current_uA(U)
    curvature = second_difference(current_uA, U, step)
    slope = (current_uA(U + step) - current_uA(U - step)) / (2 * step)
    recovered = K * np.sqrt(U) * curvature / area_A
    assert abs(recovered / true_F(U) - 1) < 5e-4   # h^2/12 truncation
    print(f"  {U:4.1f} {I:9.4f} {curvature:10.5f} {recovered:.4e} "
          f"{true_F(U):.4e} {-I/slope:.3f}")

# Moments of a simulated scan
bias = np.arange(1001) * step


def scan_moments(currents):
    F = np.zeros(len(bias) - 1)              # F vanishes at zero energy
    F[1:] = K*np.sqrt(bias[1:-1])*np.diff(currents, 2)/step**2/area_A
    n = trapezoid(F, bias[:-1])
    return n, trapezoid(F * bias[:-1], bias[:-1]) / n


n_scan, mean_scan = scan_moments(np.array([current_uA(U) for U in bias]))
mean_input = quad(lambda E: E*true_F(E)/density_A, 0, 240, limit=200)[0]
assert abs(n_scan / density_A - 1) < 5e-3    # trapezoid error at sqrt(E)
assert abs(mean_scan / mean_input - 1) < 5e-3
print(f"Scan: 0 to {bias[-1]:.0f} eV in steps of {step:.1f} eV")
print(f"Recovered density: {n_scan:.4e} angstrom^-3 = {n_scan*1e30:.4e} m^-3")
print(f"Mean energy recovered {mean_scan:.3f} eV, input {mean_input:.3f} eV")

# Finite voltage step: triangular averaging against amplified reading noise


def true_curvature(U):
    return true_F(U) * area_A / (K * np.sqrt(U))


noise_uA = 0.01
print(f"Reading noise: {noise_uA:.2f} microampere")
print("h (eV), smoothing error at 5 eV (%), at 15 eV (%), noise at 15 eV (%)")
for h in (0.25, 1.0, 2.0):
    errors = []
    for U in (5.0, 15.0):
        measured = second_difference(current_uA, U, h)
        average = quad(lambda s: (1-abs(s)/h)/h*true_curvature(U+s),
                       -h, h, points=[0], epsabs=1e-13, epsrel=1e-10)[0]
        assert abs(measured / average - 1) < 1e-7
        errors.append(100 * (measured / true_curvature(U) - 1))
    readings = rng.normal(0, noise_uA, size=(3, 200000))
    sampled = np.std((readings[0] - 2*readings[1] + readings[2]) / h**2)
    predicted = np.sqrt(6) * noise_uA / h**2
    assert abs(sampled / predicted - 1) < 0.01     # sampling error
    relative = 100 * predicted / true_curvature(15.0)
    print(f"  {h:.2f}  {errors[0]:.3f}  {errors[1]:.3f}  {relative:.2f}")

# Planar probe in an anisotropic plasma: the isotropic formula must fail
normal_eV, tangential_eV = 2.0, 4.0
Tn, Tt = normal_eV / HARTREE, tangential_eV / HARTREE


def anisotropic(vz, vp):
    return (density * (2*np.pi)**-1.5 / (np.sqrt(Tn)*Tt)
            * np.exp(-vz**2/(2*Tn) - vp**2/(2*Tt)))


v = vmax * nodes
measure = 4*np.pi*vmax**2*weights[:, None]*(weights*v)[None, :]
values = anisotropic(v[:, None], v[None, :]) * measure
energy = (v[:, None]**2 + v[None, :]**2) / 2 * HARTREE
mean_true = np.sum(values * energy) / np.sum(values)
n_aniso, mean_aniso = scan_moments(np.array(
    [MICROAMP*planar_current(anisotropic, U/HARTREE, vmax, area)
     for U in bias]))
assert abs(n_aniso / density_A - 1) < 5e-3
assert abs(mean_aniso / (1.5 * normal_eV) - 1) < 5e-3
assert abs(mean_aniso / mean_true - 1) > 0.3
print(f"Anisotropic planar case: normal {normal_eV:.1f} eV, "
      f"tangential {tangential_eV:.1f} eV")
print(f"  formula density / true density: {n_aniso/density_A:.4f}")
print(f"  formula mean energy {mean_aniso:.3f} eV, true {mean_true:.3f} eV")

print("tests ok")
```

Running it gives:

```
Spheroid capture: U/E, traced/(A/4), standard error, predicted
  0.4  0.6021  0.0053  0.6000
  0.7  0.3005  0.0039  0.3000
Non-Maxwellian test, largest relative error: 2.5e-05
Input density: 1.0e-14 angstrom^-3
  group fraction 0.9, temperature 2.0 eV
  group fraction 0.1, temperature 6.0 eV
Probe radius 5.0e+05 angstrom, length 5.0e+07 angstrom
Probe area: 1.5708e+14 angstrom^2
K: 4.20944e-03 eV^0.5 / (microampere angstrom)
Current at plasma potential: 639.07 microampere
Table step h = 0.1 eV; columns: U (eV), I (microampere),
  I'' (microampere/eV^2), F recovered, F input (1/(eV angstrom^3)),
  local slope temperature -I/I' (eV)
   1.0  412.3644   83.70674 2.2432e-15 2.2427e-15 2.328
   2.0  271.0608   51.35264 1.9462e-15 1.9458e-15 2.443
   5.0   88.8163   12.24541 7.3377e-16 7.3363e-16 3.013
  10.0   23.0917    1.44410 1.2238e-16 1.2236e-16 4.570
  15.0    8.7627    0.30930 3.2102e-17 3.2099e-17 5.619
  20.0    3.7037    0.10829 1.2978e-17 1.2978e-17 5.922
Scan: 0 to 100 eV in steps of 0.1 eV
Recovered density: 9.9779e-15 angstrom^-3 = 9.9779e+15 m^-3
Mean energy recovered 3.609 eV, input 3.600 eV
Reading noise: 0.01 microampere
h (eV), smoothing error at 5 eV (%), at 15 eV (%), noise at 15 eV (%)
  0.25  0.118  0.042  126.72
  1.00  1.911  0.680  7.92
  2.00  7.834  2.771  1.98
Anisotropic planar case: normal 2.0 eV, tangential 4.0 eV
  formula density / true density: 0.9976
  formula mean energy 3.008 eV, true 5.000 eV
tests ok
```
